**Independent elements of the J tensor and the symmetry of the nuclear pair**

The program counts the elements of the coupling tensor K, with J = γ_Aγ_B K/h, that are allowed by operations R mapping nuclei A and B onto themselves or onto each other. The count is the group average of (tr R)² for operations that fix both nuclei and tr R² for those that exchange them. For 21 listed pair groups, and for seven group families with axis orders 3 to 8, it asserts that this formula and a geometrical rule for the antisymmetric part agree with the solution space of the linear constraints. It also asserts that coupled Hartree–Fock tensors for ten nuclear pairs span spaces of the predicted dimensions, from 2 to 9. Further assertions cover the transformation of K under an improper operation, its transposition when the labels are exchanged, and the response equations against finite-field calculations. One twisted H2O2 geometry lies close to a triplet instability (lowest eigenvalue 0.002 hartree), which does not alter the symmetry count. For the two protons of water, the RHF/uncontracted cc-pVDZ tensor has three diagonal elements and one antisymmetric element of 3.17 Hz, with an isotropic coupling of −14.91 Hz. These values leave out electron correlation, relativity, vibration and solvent, and contain basis-set error.

## Numerical check

```python
"""Independent elements of the indirect nuclear coupling tensor K (J = gamma_A gamma_B K/h).

Result under test: for nuclei A, B on the z axis, with R the orthogonal matrices of the
operations that map the pair onto itself,
  N = average over the group of (tr R)^2 [R fixes A and B] or tr(R R) [R exchanges them].
K = S + A, with S symmetric, A antisymmetric and A_ij = eps_ijk a_k.  a_z survives only if
all R are proper; a_perp only if a polar direction perpendicular to z is left invariant.
The counts are compared with ranks of ab initio coupling tensors (coupled Hartree-Fock).
FC: Fermi contact, SD: spin-dipolar, PSO/DSO: para-/diamagnetic spin-orbit (orbital) terms.
Response tensors are in atomic units without the common factor alpha^4.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from pyscf import gto, scf, ao2mo, dft

X, Y, Z = np.eye(3)
LEVI = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    LEVI[i, j, k], LEVI[i, k, j] = 1.0, -1.0
TRANSPOSE = np.zeros((9, 9))
for i in range(3):
    for j in range(3):
        TRANSPOSE[3 * i + j, 3 * j + i] = 1.0


# ---------- symmetry: constraints, characters, geometrical rule ----------
def rot_z(n):
    c, s = np.cos(2 * np.pi / n), np.sin(2 * np.pi / n)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])


def build_group(generators):
    group = [np.eye(3)]
    for g in group:                      # the list grows until it is closed
        for s in generators:
            new = g @ s
            if all(np.abs(new - h).max() > 1e-8 for h in group):
                group.append(new)
    return group


def allowed_space(operations):
    """Solve the linear constraints on K; return (sym count, anti count, element names)."""
    rows = []
    for R in operations:
        action = np.kron(R, R)
        if R[2, 2] < 0:                  # A and B exchanged: K is also transposed
            action = action @ TRANSPOSE
        rows.append(action - np.eye(9))
    _, s, vt = np.linalg.svd(np.vstack(rows))
    basis = vt[s < 1e-9].reshape(-1, 3, 3)
    sym = (basis + basis.transpose(0, 2, 1)) / 2
    anti = (basis - basis.transpose(0, 2, 1)) / 2
    n_sym = np.linalg.matrix_rank(sym.reshape(-1, 9), tol=1e-8)
    n_anti = np.linalg.matrix_rank(anti.reshape(-1, 9), tol=1e-8)
    assert n_sym + n_anti == len(basis)
    names = []
    for i, j in [(0, 0), (1, 1), (2, 2), (0, 1), (0, 2), (1, 2)]:
        if np.abs(sym[:, i, j]).max() > 1e-8:
            names.append("xyz"[i] + "xyz"[j])
    for i, j in [(1, 2), (2, 0), (0, 1)]:
        if np.abs(anti[:, i, j]).max() > 1e-8:
            names.append("[" + "xyz"[i] + "xyz"[j] + "]")
    return int(n_sym), int(n_anti), " ".join(names)


def check_group(generators):
    n_sym, n_anti, names = allowed_space(generators)
    group = build_group(generators)
    total = np.mean([np.trace(R @ R) if R[2, 2] < 0 else np.trace(R)**2 for R in group])
    chi_s = np.mean([(np.trace(R)**2 + np.trace(R @ R)) / 2 for R in group])
    chi_a = np.mean([R[2, 2] * (np.trace(R)**2 - np.trace(R @ R)) / 2 for R in group])
    assert abs(total - n_sym - n_anti) < 1e-8
    assert abs(chi_s - n_sym) < 1e-8 and abs(chi_a - n_anti) < 1e-8
    proper = all(np.linalg.det(R) > 0 for R in group)
    planar = np.vstack([R[:2, :2] - np.eye(2) for R in group])
    polar = 2 - np.linalg.matrix_rank(planar, tol=1e-8)
    assert n_anti == int(proper) + polar
    return len(group), n_sym, n_anti, names, proper


E, INV = np.eye(3), -np.eye(3)
SH, SV = np.diag([1., 1, -1]), np.diag([1., -1, 1])
C2Z, C2X = np.diag([-1., -1, 1]), np.diag([1., -1, -1])
C3, S4 = rot_z(3), rot_z(4) @ SH
pair_groups = [
    ("C1", [E]), ("Cs, plane xz holds pair", [SV]), ("C2 along z", [C2Z]),
    ("C2v along z", [C2Z, SV]), ("C3", [C3]), ("C3v", [C3, SV]),
    ("Ci (exch. i)", [INV]), ("Cs (exch. sigma_h)", [SH]), ("C2 along x (exch.)", [C2X]),
    ("C2h, C2 along z", [C2Z, INV]), ("C2h, C2 along x", [C2X, INV]),
    ("C2v, C2 along x", [C2X, SV]), ("D2", [C2Z, C2X]), ("D2h", [C2Z, C2X, INV]),
    ("S4", [S4]), ("D2d", [S4, C2X]), ("D3", [C3, C2X]), ("C3h", [C3, SH]),
    ("S6", [C3, INV]), ("D3d", [C3, C2X, INV]), ("D3h", [C3, C2X, SH])]
print("Pair group: order, N = sym + anti, surviving elements ([ij] = antisymmetric)")
for name, gens in pair_groups:
    order, ns, na, names, _ = check_group(gens)
    print(f"{name:24s} {order:2d}  {ns + na} = {ns} + {na}  {names}")
for n in range(3, 9):
    Cn, S2n = rot_z(n), rot_z(2 * n) @ SH
    for gens in ([Cn], [Cn, SV], [Cn, SH], [S2n], [Cn, C2X], [S2n, C2X], [Cn, C2X, SH]):
        _, ns, na, _, proper = check_group(gens)
        assert ns == 2 and na == int(proper)
print("Axis orders n = 3 to", n, "checked: sym = 2, anti = 1 for Cn and Dn only")


# ---------- ab initio coupling tensors ----------
def make_molecule(atoms, basis="6-31g"):
    return gto.M(atom=[(s, tuple(map(float, r))) for s, r in atoms], basis=basis,
                 unit="Angstrom", verbose=0)


def nuclear_operators(mol, atom):
    """AO matrices: contact (n,n), spin-dipolar (3,3,n,n), (r x grad)/r^3 (3,n,n)."""
    n, centre = mol.nao, mol.atom_coord(atom)
    with mol.with_rinv_origin(centre):
        second = mol.intor("int1e_ipiprinv", comp=9).reshape(3, 3, n, n)
        mixed = mol.intor("int1e_iprinvip", comp=9).reshape(3, 3, n, n)
    hess = second + mixed
    hess = hess + hess.transpose(0, 1, 3, 2)        # matrix of grad grad (1/r)
    value = mol.eval_gto("GTOval", centre.reshape(1, 3))[0]
    delta = np.outer(value, value)
    trace = np.einsum("kkmn->mn", hess)
    assert np.allclose(trace, -4 * np.pi * delta, atol=1e-7 * max(1, np.abs(trace).max()))
    dipolar = hess - np.einsum("ki,mn->kimn", np.eye(3), trace) / 3
    orbital = np.einsum("kij,ijmn->kmn", LEVI, mixed)
    return 8 * np.pi / 3 * delta, dipolar, orbital


def solve_scf(mol):
    mf = scf.RHF(mol)
    mf.chkfile = None                    # nothing is written to disk
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-8, 100
    mf.kernel()
    assert mf.converged
    return mf


def coupling_tensors(mf, pairs):
    """For each pair the four tensors FC, FC-SD cross, SD, PSO; and lowest triplet root."""
    mol, C, e = mf.mol, mf.mo_coeff, mf.mo_energy
    nocc, n = mol.nelectron // 2, mol.nao
    o, v = slice(0, nocc), slice(nocc, n)
    ao_integrals = mol.intor("int2e", aosym="s8")   # held in memory
    eri = ao2mo.kernel(ao_integrals, C, compact=False).reshape(n, n, n, n)
    dim = nocc * (n - nocc)
    direct = eri[v, v, o, o].transpose(0, 2, 1, 3).reshape(dim, dim)
    crossed = eri[v, o, v, o].transpose(0, 3, 2, 1).reshape(dim, dim)
    gaps = np.diag((e[v][:, None] - e[o][None, :]).ravel())
    triplet, imaginary = gaps - direct - crossed, gaps - direct + crossed
    ops = {}
    for atom in {a for p in pairs for a in p}:
        ops[atom] = [np.einsum("ma,...mn,ni->...ai", C[:, v], w, C[:, o], optimize=True)
                     .reshape(w.shape[:-2] + (dim,)) for w in nuclear_operators(mol, atom)]
    inv_t, inv_i = np.linalg.inv(triplet), np.linalg.inv(imaginary)
    result = []
    for a, b in pairs:
        (fa, da, pa), (fb, db, pb) = ops[a], ops[b]
        fc = -np.eye(3) * (fa @ inv_t @ fb)
        cross = -(db @ (inv_t @ fa) + (da @ (inv_t @ fb)).T)
        sd = -np.einsum("kip,kjp->ij", da @ inv_t, db)
        pso = -4 * (pa @ inv_i) @ pb.T
        result.append(np.array([fc, cross, sd, pso]))
    return result, np.linalg.eigvalsh(triplet)[0]


def water(r, degrees):
    h = np.radians(degrees) / 2
    return [("O", 0 * X), ("H", r * np.array([np.cos(h), 0, np.sin(h)])),
            ("H", r * np.array([np.cos(h), 0, -np.sin(h)]))]


def ammonia(radius, height):
    return [("N", height * Z)] + [("H", radius * np.array([np.cos(t), np.sin(t), 0]))
                                  for t in 2 * np.pi * np.arange(3) / 3]


def peroxide(d, r, bend, dihedral):
    b, t = np.radians(bend), np.radians(dihedral) / 2
    h = np.array([r * np.sin(b) * np.cos(t), r * np.sin(b) * np.sin(t),
                  d / 2 - r * np.cos(b)])
    return [("O", d / 2 * Z), ("O", -d / 2 * Z), ("H", h), ("H", C2X @ h)]


def hydrazine_inversion(d, p, q):
    """Deliberately distorted N2H4 whose only symmetry is inversion."""
    n1 = d / 2 * Z
    h1 = n1 + p * np.array([0.95, 0.10, 0.25])
    h2 = n1 + q * np.array([-0.35, 0.90, 0.35])
    return [("N", n1), ("N", -n1), ("H", h1), ("H", h2), ("H", -h1), ("H", -h2)]


def ethane(d, radius, azimuth):
    """Torsion angle is twice the azimuth; twofold axis along x."""
    atoms = [("C", d / 2 * Z), ("C", -d / 2 * Z)]
    for t in np.radians(azimuth) + 2 * np.pi * np.arange(3) / 3:
        h = np.array([radius * np.cos(t), radius * np.sin(t), d / 2 + 0.39])
        atoms += [("H", h), ("H", C2X @ h)]
    return atoms


def pair_frame(coords, a, b, reference):
    z = (coords[a] - coords[b]) / np.linalg.norm(coords[a] - coords[b])
    x = reference - (reference @ z) * z
    x = x / np.linalg.norm(x)
    return np.array([x, np.cross(z, x), z])


CANDIDATES = build_group([rot_z(12), C2X, SH])


def find_operations(mol, a, b, frame):
    coords = mol.atom_coords()
    local = (coords - (coords[a] + coords[b]) / 2) @ frame.T
    charges, found = mol.atom_charges(), []
    for R in CANDIDATES:
        dist = np.linalg.norm((local @ R.T)[:, None] - local[None], axis=2)
        if dist.min(1).max() < 1e-6 and np.all(charges[dist.argmin(1)] == charges):
            found.append(R)
    return found


kept, dropped, roots = [], [], []


def numerical_rank(matrix):
    s = np.linalg.svd(matrix, compute_uv=False)
    rank = int(np.sum(s > 1e-5))
    kept.extend(s[:rank])
    dropped.extend(s[rank:])
    return rank


families = [
    ("HF", [[("F", 0 * Z), ("H", r * Z)] for r in (0.88, 1.0)], [("F,H", 0, 1, X)]),
    ("H2O", [water(*p) for p in [(0.92, 95), (0.98, 104), (1.06, 113), (1.0, 122)]],
     [("H,H", 1, 2, X), ("O,H", 0, 1, Y)]),
    ("NH3", [ammonia(*p) for p in [(0.90, 0.30), (0.95, 0.40), (1.0, 0.25), (0.92, 0.5)]],
     [("H,H", 1, 2, Z)]),
    ("H2O2 twisted", [peroxide(*p) for p in [(1.40, 0.95, 100, 112), (1.46, 1.0, 95, 90),
                                           (1.43, 0.92, 108, 130), (1.50, 0.98, 103, 70)]],
     [("H,H", 2, 3, X), ("O,H", 0, 2, Z)]),
    ("H2O2 trans", [peroxide(*p) for p in [(1.40, 0.95, 100, 180), (1.46, 1.0, 95, 180),
                                         (1.43, 0.92, 108, 180)]], [("H,H", 2, 3, X)]),
    ("N2H4 distorted", [hydrazine_inversion(*p) for p in
                        [(1.44, 1.0, 1.0), (1.38, 1.08, 0.96), (1.50, 0.95, 1.07),
                         (1.42, 0.94, 0.93)]], [("N,N", 0, 1, X)]),
    ("C2H6 torsion 30 deg", [ethane(1.53, 1.02, 15), ethane(1.45, 1.08, 15)],
     [("C,C", 0, 1, X)]),
    ("C2H6 staggered", [ethane(1.53, 1.02, 30), ethane(1.45, 1.08, 30)],
     [("C,C", 0, 1, X)])]

print("RHF/6-31G pairs: operations found, predicted sym + anti, rank of computed tensors")
for label, geometries, pairs in families:
    stacks = [[] for _ in pairs]
    predictions = [None] * len(pairs)
    for atoms in geometries:
        mol = make_molecule(atoms)
        tensors, root = coupling_tensors(solve_scf(mol), [(p[1], p[2]) for p in pairs])
        roots.append((root, label))
        for m, (_, a, b, ref) in enumerate(pairs):
            F = pair_frame(mol.atom_coords(), a, b, ref)
            operations = find_operations(mol, a, b, F)
            prediction = (len(operations),) + allowed_space(operations)[:2]
            assert predictions[m] in (None, prediction)
            predictions[m] = prediction
            stacks[m] += [F @ t @ F.T / np.linalg.norm(t) for t in tensors[m]]
    for (pair, *_), stack, (n_ops, ns, na) in zip(pairs, stacks, predictions):
        T = np.array(stack)
        rs = numerical_rank(((T + T.transpose(0, 2, 1)) / 2).reshape(-1, 9))
        ra = numerical_rank(((T - T.transpose(0, 2, 1)) / 2).reshape(-1, 9))
        rt = numerical_rank(T.reshape(-1, 9))
        shown = "linear" if len(geometries[0]) == 2 else str(n_ops)
        print(f"{label:20s} {pair}  {shown:>6s}   {ns} + {na}   {rs} + {ra}, total {rt}")
        assert (rs, ra, rt) == (ns, na, ns + na), (label, pair, rs, ra, rt)
print(f"Singular values: smallest kept {min(kept):.1e}, largest dropped {max(dropped):.1e}")
lowest, where = min(roots)
print(f"Lowest triplet Hessian eigenvalue of the set: {lowest:.3f} hartree ({where})")
assert lowest > 0

# ---------- transformation law under an improper operation, and exchange of labels ----------
atoms = peroxide(1.43, 0.96, 101, 112)
q, _ = np.linalg.qr(np.random.default_rng(4).normal(size=(3, 3)))
improper = q if np.linalg.det(q) < 0 else -q
(k_ab, k_ba), _ = coupling_tensors(solve_scf(make_molecule(atoms)), [(0, 2), (2, 0)])
(k_image,), _ = coupling_tensors(
    solve_scf(make_molecule([(s, improper @ r) for s, r in atoms])), [(0, 2)])
k_ab, k_ba, k_image = k_ab.sum(0), k_ba.sum(0), k_image.sum(0)
scale = np.abs(k_ab).max()
law_error = np.abs(k_image - improper @ k_ab @ improper.T).max() / scale
assert law_error < 1e-5 and np.abs(k_ba - k_ab.T).max() < 1e-7 * scale
assert np.abs(k_ab - k_ab.T).max() > 1e-3 * scale
print(f"Mirror-image H2O2, relative error of K -> R K R^T: {law_error:.1e}")


# ---------- response equations against self-consistent finite fields ----------
def finite_field(mf, up_a, down_a, up_b, down_b, step=5e-4):
    """Derivative of the expectation value of operator b with respect to field a."""
    mol, S, h = mf.mol, mf.get_ovlp(), mf.get_hcore()
    eri, nocc, means = mol.intor("int2e"), mol.nelectron // 2, []
    for sign in (1, -1):
        d_up = d_down = mf.make_rdm1() / 2
        for _ in range(150):
            coulomb = np.einsum("mnls,sl->mn", eri, d_up + d_down)
            new = []
            for d, w in ((d_up, up_a), (d_down, down_a)):
                fock = h + coulomb - np.einsum("mlsn,ls->mn", eri, d) + sign * step * w
                c = eigh(fock, S)[1][:, :nocc]
                new.append(c @ c.conj().T)
            change = max(np.abs(new[0] - d_up).max(), np.abs(new[1] - d_down).max())
            d_up, d_down = new
            if change < 1e-11:
                break
        assert change < 1e-9
        means.append(np.real(np.trace(d_up @ up_b) + np.trace(d_down @ down_b)))
    return (means[0] - means[1]) / (2 * step)


mf = solve_scf(make_molecule(water(0.96, 104.5)))
(terms,), _ = coupling_tensors(mf, [(1, 2)])
(fa, da, pa), (fb, db, pb) = nuclear_operators(mf.mol, 1), nuclear_operators(mf.mol, 2)
orbital_field = finite_field(mf, -1j * pa[0], -1j * pa[0], -1j * pb[2], -1j * pb[2])


def spin_field(i, j):
    total = 0.0
    for k in range(3):                   # the three spin components respond alike
        wa, wb = da[k, i] + (k == i) * fa, db[k, j] + (k == j) * fb
        total += finite_field(mf, wa / 2, -wa / 2, wb / 2, -wb / 2)
    return total


for value, reference in [(orbital_field, terms[3][0, 2]),
                         (spin_field(0, 2), terms[:3].sum(0)[0, 2]),
                         (spin_field(2, 2), terms[:3].sum(0)[2, 2])]:
    assert abs(value - reference) < 1e-4 * abs(reference) + 1e-6, (value, reference)
print(f"Finite-field check, water K_xz(PSO)/alpha^4: {orbital_field:.6f} a.u.,"
      f" response {terms[3][0, 2]:.6f} a.u.")

# ---------- worked example: H-H coupling tensor of water ----------
bond, angle, basis = 0.96, 104.5, "unc-ccpvdz"
mol = make_molecule(water(bond, angle), basis)
mf = solve_scf(mol)
(terms,), root = coupling_tensors(mf, [(1, 2)])
assert root > 0


def diamagnetic_tensor(level):
    grid = dft.gen_grid.Grids(mol)
    grid.level = level
    grid.build()
    use = grid.weights != 0
    points, weights = grid.coords[use], grid.weights[use]
    ao = mol.eval_gto("GTOval", points)
    density = np.einsum("gm,gm->g", ao @ mf.make_rdm1(), ao)
    ra, rb = points - mol.atom_coord(1), points - mol.atom_coord(2)
    f = weights * density / (np.linalg.norm(ra, axis=1) * np.linalg.norm(rb, axis=1))**3
    return np.eye(3) * np.sum(f * np.sum(ra * rb, axis=1)) - (rb * f[:, None]).T @ ra


pc = constants.physical_constants
gamma = pc["proton g factor"][0] / (2 * pc["proton-electron mass ratio"][0])
to_hz = gamma**2 * constants.alpha**4 * pc["hartree-hertz relationship"][0]
dso = diamagnetic_tensor(5)
assert np.abs(dso - diamagnetic_tensor(3)).max() * to_hz < 0.05
parts = dict(zip(["FC", "FC-SD cross", "SD", "PSO", "DSO"],
                 [t * to_hz for t in terms] + [dso * to_hz]))
J = sum(parts.values())
parts["total"] = J
print(f"Water, RHF/{basis}: r(OH) = {bond} angstrom, angle = {angle} deg")
print(f"Its lowest triplet Hessian eigenvalue: {root:.3f} hartree")
print("z along H-H, x along the C2 axis, y normal to the plane")
print(f"Proton moment per unit spin: {gamma:.6e} a.u.; J per K/alpha^4: {to_hz:.4f} Hz")
print("J elements in Hz:      xx        yy        zz        xz        zx")
for name, t in parts.items():
    print(f"{name:14s}" + "".join(f"{t[i, j]:10.3f}" for i, j in
                                 [(0, 0), (1, 1), (2, 2), (0, 2), (2, 0)]))
forbidden = max(abs(J[0, 1]), abs(J[1, 0]), abs(J[1, 2]), abs(J[2, 1]),
                abs(J[0, 2] + J[2, 0]))
a_y = (J[2, 0] - J[0, 2]) / 2
print(f"Isotropic J = tr J/3: {np.trace(J) / 3:.3f} Hz")
print(f"Antisymmetric element a_y = (J_zx - J_xz)/2: {a_y:.3f} Hz")
print(f"Largest symmetry-forbidden combination: {forbidden:.1e} Hz")
assert forbidden < 1e-3 and abs(a_y) > 0.01
print("tests ok")
```

Output:

```
Pair group: order, N = sym + anti, surviving elements ([ij] = antisymmetric)
C1                        1  9 = 6 + 3  xx yy zz xy xz yz [yz] [zx] [xy]
Cs, plane xz holds pair   2  5 = 4 + 1  xx yy zz xz [zx]
C2 along z                2  5 = 4 + 1  xx yy zz xy [xy]
C2v along z               4  3 = 3 + 0  xx yy zz
C3                        3  3 = 2 + 1  xx yy zz [xy]
C3v                       6  2 = 2 + 0  xx yy zz
Ci (exch. i)              2  6 = 6 + 0  xx yy zz xy xz yz
Cs (exch. sigma_h)        2  6 = 4 + 2  xx yy zz xy [yz] [zx]
C2 along x (exch.)        2  6 = 4 + 2  xx yy zz yz [zx] [xy]
C2h, C2 along z           4  4 = 4 + 0  xx yy zz xy
C2h, C2 along x           4  4 = 4 + 0  xx yy zz yz
C2v, C2 along x           4  4 = 3 + 1  xx yy zz [zx]
D2                        4  4 = 3 + 1  xx yy zz [xy]
D2h                       8  3 = 3 + 0  xx yy zz
S4                        4  2 = 2 + 0  xx yy zz
D2d                       8  2 = 2 + 0  xx yy zz
D3                        6  3 = 2 + 1  xx yy zz [xy]
C3h                       6  2 = 2 + 0  xx yy zz
S6                        6  2 = 2 + 0  xx yy zz
D3d                      12  2 = 2 + 0  xx yy zz
D3h                      12  2 = 2 + 0  xx yy zz
Axis orders n = 3 to 8 checked: sym = 2, anti = 1 for Cn and Dn only
RHF/6-31G pairs: operations found, predicted sym + anti, rank of computed tensors
HF                   F,H  linear   2 + 0   2 + 0, total 2
H2O                  H,H       4   3 + 1   3 + 1, total 4
H2O                  O,H       2   4 + 1   4 + 1, total 5
NH3                  H,H       2   4 + 2   4 + 2, total 6
H2O2 twisted         H,H       2   4 + 2   4 + 2, total 6
H2O2 twisted         O,H       1   6 + 3   6 + 3, total 9
H2O2 trans           H,H       4   4 + 0   4 + 0, total 4
N2H4 distorted       N,N       2   6 + 0   6 + 0, total 6
C2H6 torsion 30 deg  C,C       6   2 + 1   2 + 1, total 3
C2H6 staggered       C,C      12   2 + 0   2 + 0, total 2
Singular values: smallest kept 5.8e-03, largest dropped 1.3e-13
Lowest triplet Hessian eigenvalue of the set: 0.002 hartree (H2O2 twisted)
Mirror-image H2O2, relative error of K -> R K R^T: 1.6e-13
Finite-field check, water K_xz(PSO)/alpha^4: 0.044812 a.u., response 0.044812 a.u.
Water, RHF/unc-ccpvdz: r(OH) = 0.96 angstrom, angle = 104.5 deg
Its lowest triplet Hessian eigenvalue: 0.274 hartree
z along H-H, x along the C2 axis, y normal to the plane
Proton moment per unit spin: 1.521032e-03 a.u.; J per K/alpha^4: 43.1661 Hz
J elements in Hz:      xx        yy        zz        xz        zx
FC               -16.992   -16.992   -16.992    -0.000    -0.000
FC-SD cross       12.154   -19.762     7.609     0.000     0.000
SD                 3.647    -2.172     2.028    -2.351     2.351
PSO               21.208     8.274    -5.469    10.426   -10.426
DSO              -19.795   -14.201    12.733   -11.245    11.245
total              0.222   -44.853    -0.092    -3.169     3.169
Isotropic J = tr J/3: -14.908 Hz
Antisymmetric element a_y = (J_zx - J_xz)/2: 3.169 Hz
Largest symmetry-forbidden combination: 1.9e-12 Hz
tests ok
```
